# Injection velocity of a ballistic, nondegenerate silicon channel

## Problem

A thin (001) silicon film carries electrons from a source, over a potential barrier, to a drain. At the barrier top the electrons occupy one parabolic subband with effective mass $m=0.19\,m_0$ along the current direction $x$. The source is in equilibrium at $T=300$ K and fills the states with $v_x>0$. Nothing scatters back, and the drain bias is large enough that no appreciable stream arrives from the drain. The gas is nondegenerate: all occupations are well below one.

The injection velocity is defined by the current per channel width,
$$
\frac{I}{W}=q\,n_+\,v_{\rm inj},
$$
where $q>0$ is the elementary charge, $n_+$ the sheet density of forward-moving electrons at the barrier top, and $I$ is counted positive for electron flow toward the drain. Find $v_{\rm inj}$, and the current per width for $n_+=10^{11}$ cm$^{-2}$. Then decide how far the answer can be trusted in a real channel.

## A tempting solution

"The injection velocity is the mean velocity of the electrons being injected. Electrons cross the barrier top at a rate proportional to $v_x$, so each velocity carries the weight $v_x e^{-mv_x^2/2k_BT}$:
$$
v_{\rm inj}=\frac{\int_0^\infty v^2e^{-mv^2/2k_BT}\,dv}{\int_0^\infty v\,e^{-mv^2/2k_BT}\,dv}
=\sqrt{\frac{\pi k_BT}{2m}} .
$$
With $k_BT=4.142\times10^{-21}$ J and $m=1.731\times10^{-31}$ kg this is $1.94\times10^{7}$ cm/s."

## Where it fails

The integrals are right, and the result is a true average: the mean $v_x$ of electrons recorded one by one as they cross a plane. It is not the velocity that multiplies a density to give a current.

An electron crossing at velocity $v$ spends a time $dx/v$ in a slice of length $dx$. A flux $dF$ of such electrons therefore contributes $dF/v$ to the density. Summing over velocities,
$$
n_+=\int\frac{dF}{v}\quad\Longrightarrow\quad \frac{n_+}{F_+}=\left\langle\frac1v\right\rangle_{\rm crossing},
$$
where $F_+$ is the total forward flux per width. Since $I/W=qF_+$, the required velocity is $F_+/n_+$, the harmonic mean over crossing electrons. Slow electrons cross rarely but linger, and the density counts them fully. The tempting solution counts them too little.

## Correct solution

Let the subband energy be
$$
E=E_s+\frac{\hbar^2k_x^2}{2m}+\frac{\hbar^2k_y^2}{2m_y},
$$
with spin-valley degeneracy $g$. Density and flux are sums over occupied forward states:
$$
n_+=g\int_{k_x>0}\frac{d^2k}{(2\pi)^2}f,\qquad
F_+=g\int_{k_x>0}\frac{d^2k}{(2\pi)^2}v_xf,\qquad v_x=\frac{\hbar k_x}{m}.
$$
In the nondegenerate limit $f=e^{(\mu-E)/k_BT}$, with $\mu$ the source chemical potential. The exponential factorizes. The factor $e^{(\mu-E_s)/k_BT}$, the $k_y$ integral and the Jacobian $dk_x=(m/\hbar)dv$ are common to both expressions and cancel in the ratio:
$$
v_{\rm inj}=\frac{\int_0^\infty v\,e^{-mv^2/2k_BT}dv}{\int_0^\infty e^{-mv^2/2k_BT}dv}.
$$
In the numerator put $s=mv^2/2k_BT$, so $v\,dv=(k_BT/m)\,ds$ and the integral is $k_BT/m$. The denominator is half a Gaussian integral, $\tfrac12\sqrt{2\pi k_BT/m}=\sqrt{\pi k_BT/2m}$. Hence
$$
\boxed{v_{\rm inj}=v_T\equiv\frac{k_BT}{m}\sqrt{\frac{2m}{\pi k_BT}}=\sqrt{\frac{2k_BT}{\pi m}}}
$$
The transverse mass has dropped out. Numerically,
$$
v_T^2=\frac{2(4.14195\times10^{-21})}{\pi(1.73078\times10^{-31})}=1.5235\times10^{10}\ \mathrm{m^2/s^2},
$$
so $v_T=1.23\times10^5$ m/s $=1.23\times10^7$ cm/s. The tempting value is larger by $\sqrt{\pi/2}\,/\sqrt{2/\pi}=\pi/2$, and would overstate the current by 57% at the same density. The rms value $\sqrt{k_BT/m}=1.55\times10^7$ cm/s is not the answer either.

The current per width is
$$
(1.602\times10^{-19}\,\mathrm C)(10^{11}\,\mathrm{cm^{-2}})(1.234\times10^7\,\mathrm{cm/s})=0.198\ \mathrm{A/cm},
$$
or 19.8 µA/µm.

## When is the gas nondegenerate?

Replace the Boltzmann factor by the Fermi function and take $m_y=m$. Measure $E$ from the subband bottom and set $\eta=(\mu-E_s)/k_BT$. In polar coordinates the forward half-plane has angle $\pi$, and $k\,dk=(m/\hbar^2)dE$, so
$$
n_+=\frac{g}{4\pi}\frac{m}{\hbar^2}\int_0^\infty f\,dE=\frac N2\ln(1+e^\eta),\qquad N=\frac{gmk_BT}{2\pi\hbar^2}.
$$
For the flux, $\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta=2$ and $\hbar v\,dk=dE$, so
$$
F_+=\frac{g}{2\pi^2\hbar}\int_0^\infty k f\,dE
=\frac{g\sqrt{2m}\,(k_BT)^{3/2}}{2\pi^2\hbar^2}\,\frac{\sqrt\pi}{2}\,\mathcal F_{1/2}(\eta).
$$
Here $\mathcal F_j(\eta)=\Gamma(j+1)^{-1}\int_0^\infty \varepsilon^j/(1+e^{\varepsilon-\eta})\,d\varepsilon$ and $\mathcal F_0=\ln(1+e^\eta)$. Dividing, the prefactors combine to $v_T$:
$$
v_{\rm inj}=v_T\,\frac{\mathcal F_{1/2}(\eta)}{\mathcal F_0(\eta)} .
$$
For $\eta<0$, expanding the Fermi function in powers of $e^{\eta-\varepsilon}$ gives $\mathcal F_j=e^\eta-2^{-(j+1)}e^{2\eta}+\dots$, and the ratio is $1+(\tfrac12-2^{-3/2})e^\eta+\dots$. Exclusion pushes electrons to faster states.

With two spins and two valleys, $g=4$ and $N=4.10\times10^{12}$ cm$^{-2}$. At $n_+=10^{11}$ cm$^{-2}$, $\ln(1+e^\eta)=2n_+/N=0.0487$, so $\eta=-3.00$ and the velocity rises by 0.7%. At $5\times10^{12}$ cm$^{-2}$, a rough on-state density, $\eta=2.35$ and the velocity rises by 38%, to $1.70\times10^7$ cm/s, if all electrons stay in the lowest subband and that subband is parabolic.

In the opposite limit, $\eta\gg1$, the states are filled up to $\eta k_BT$. Then $\mathcal F_{1/2}\to4\eta^{3/2}/(3\sqrt\pi)$ and $\mathcal F_0\to\eta$. With the Fermi velocity $v_F=\sqrt{2\eta k_BT/m}$ we have $v_T\sqrt\eta=v_F/\sqrt\pi$, hence $v_{\rm inj}\to4v_F/(3\pi)$. The velocity is then set by density rather than temperature.

## What if electrons return?

**From the drain.** At bias $V$ the drain fills the backward states with a density smaller by $e^{-qV/k_BT}$. Net flux over total density gives, for a nondegenerate gas,
$$
v=v_T\frac{1-e^{-qV/k_BT}}{1+e^{-qV/k_BT}}=v_T\tanh\frac{qV}{2k_BT}.
$$
At 0.6 V the stream ratio is $8\times10^{-11}$, which is negligible. At 0.05 V the factor is 0.75, and $v_T$ no longer describes the mean velocity.

**From scattering.** Suppose electrons that scatter back within a length $l$ beyond the barrier top return to the source, while those that get farther do not. Take $l$ as the distance over which the barrier falls by $k_BT$, and ignore the field inside it. If both streams move at $v_T$ and reverse with probability $1/\lambda$ per length,
$$
\frac{dF_+}{dx}=\frac{dF_-}{dx}=-\frac{F_+-F_-}{\lambda}.
$$
The net flux $J=F_+-F_-$ is constant. With $F_-(l)=0$ we have $F_+(l)=J$, so $F_+(0)=J(1+l/\lambda)$ and $F_-(0)=Jl/\lambda$. The reflected fraction is $r=F_-(0)/F_+(0)=l/(l+\lambda)$, and the mean velocity of all electrons at the top is
$$
v=v_T\frac{F_+-F_-}{F_++F_-}=v_T\frac{1-r}{1+r}.
$$
To find $\lambda$, note that $n=(F_++F_-)/v_T$ has slope $-2J/(\lambda v_T)$. Comparing with $J=-D\,dn/dx$ gives $D=\lambda v_T/2$. The nondegenerate Einstein relation with mobility 200 cm²/Vs gives $D=200\times0.02585=5.17$ cm²/s, hence $\lambda=2D/v_T=8.4$ nm. For $l=5$ nm, $r=0.37$ and the velocity factor is 0.46: about $5.6\times10^6$ cm/s. This factor refers to the total density at the top; per forward density, as in the definition of $v_{\rm inj}$, the net current falls only by the factor $1-r=0.63$. The field-free layer makes this an estimate of size, not a bound.

## Smaller corrections

**Other valleys.** Two silicon valleys have the light mass in both in-plane directions and the heavy mass, about $0.92\,m_0$, across the film. The other four have the light mass across it. For a 3 nm film with infinite walls the levels are $\hbar^2\pi^2j^2/(2m_zL^2)$, where $L$ is the thickness and $m_z$ the mass across it. The lowest lies at 45 meV; the next level of the same valleys is 136 meV higher, and the other valleys start 175 meV higher. Boltzmann populations scale as $g\sqrt{m_xm_y}\,e^{-E/k_BT}$, which puts 0.5% of the electrons in the other valleys. If the current runs along a cubic axis of the crystal, as assumed here, half of these have the heavy mass along $x$, and their mean forward velocity is $\sqrt{0.19/0.92}=0.45$ times $v_T$. The mean velocity falls by $0.0026\times0.55$, or 0.14%. These figures belong to the model with infinite walls and parabolic levels. Finite oxide barriers and nonparabolicity both lower the splitting, so a real film can hold considerably more electrons in the other valleys. With a 3.1 eV oxide barrier and an oxide mass of $0.3$–$0.5\,m_0$, the splitting drops to about 95–110 meV, the other valleys hold 6–10% of the electrons, and the mean velocity falls by 2–3%. In the model the splitting varies as $1/L^2$, so the protection also weakens in thicker films.

**Band curvature.** Let $E(1+\alpha E)=\gamma$, where $\gamma$ is the parabolic energy including confinement, and let the subband bottom be $E_b$. Writing $E=E_b+\varepsilon$ and subtracting the relation at the bottom,
$$
\varepsilon(1+\alpha'\varepsilon)=\frac{\hbar^2k^2}{2m'},\quad m'=m(1+2\alpha E_b),\quad \alpha'=\frac{\alpha}{1+2\alpha E_b}.
$$
The density integral gains a factor $1+2\alpha'k_BT$ from $k\,dk\propto(1+2\alpha'\varepsilon)d\varepsilon$. The flux integral of $k\propto\sqrt\varepsilon(1+\alpha'\varepsilon/2)$ gains $1+\tfrac34\alpha'k_BT$, because the mean of $\varepsilon$ with weight $\sqrt\varepsilon e^{-\varepsilon/k_BT}$ is $\tfrac32k_BT$. To first order the velocity factor is $(1+2\alpha E_b)^{-1/2}(1-\tfrac54\alpha'k_BT)$. For $\alpha=0.5$ eV$^{-1}$ and $E_b=44$ meV the velocity of the dilute gas changes by $-3.7$%; direct integration gives $-3.6$%. The reduction is larger in a degenerate gas, which fills higher energies.

**Tunnelling.** Model the barrier top as $-\tfrac12m\omega^2x^2$, falling by $k_BT$ at $l$, so $\omega=\sqrt{2k_BT/m}/l$ and $\hbar\omega=28.8$ meV. The transmission is $1/(1+e^{-2\pi E/\hbar\omega})$, with $E$ the energy of motion along $x$ measured from the top. This standard result is used here without derivation; integrating the wave equation at $E/\hbar\omega=-0.3$, 0 and 0.3 reproduced it within $10^{-3}$. The classical flux is proportional to $\int_0^\infty e^{-E/k_BT}dE=k_BT$. With $c=\hbar\omega/k_BT$ and $y=e^{-2\pi E/\hbar\omega}$, the quantum-to-classical flux ratio is
$$
\frac{c}{2\pi}\int_0^\infty\frac{y^{c/2\pi-1}}{1+y}dy=\frac{c/2}{\sin(c/2)},\qquad 0<c<2\pi,
$$
using $\int_0^\infty y^{a-1}/(1+y)\,dy=\pi/\sin\pi a$ for $0<a<1$. The flux rises by 5.4% at fixed barrier height. The density at the top rises as well. In equilibrium it exceeds the classical value by the factor $\sqrt{c/\sin c}$ for $0<c<\pi$, which is the standard thermal density at the centre of a harmonic oscillator with $\omega$ replaced by $i\omega$. The barrier is symmetric, so the states filled by the source hold half of this density and gain the same factor, here 1.114. Their flux divided by their density is therefore about 5.4% below $v_T$. This figure needs an exactly symmetric top and Boltzmann filling of the states below it. A biased barrier is not symmetric, and the sign itself can change: with $\omega$ on the source side at half its drain-side value the ratio lies about 12% above $v_T$, and at 1.5 times that value about 23% below. For the symmetric top with Fermi filling, the shift from the classical ratio is about $-4.7$% at $\eta=-3$ and nearly zero at $\eta=2.35$.

**Temperature of use.** At 360 K, a rough operating temperature, $v_T$ grows by $\sqrt{360/300}$, or 9.5%, to $1.35\times10^7$ cm/s. This applies to the dilute gas; in a degenerate gas at fixed density the gain is smaller.

## Reading the result for a real channel

The film thickness, mobility, barrier length and nonparabolicity used here are rough values for a thin silicon channel, with 3 nm at the thin end. The density $10^{11}$ cm$^{-2}$ is far below a typical on-state value; it was chosen to make the nondegenerate formula apply. Of the effects estimated here at high drain bias, two are largest. Degeneracy raises the velocity by 38% at the higher density in one parabolic subband; with the higher subbands of the infinite-wall film and $\alpha=0.5$ eV$^{-1}$ included, the velocity there is only about 23% above $v_T$. Backscattering lowers the mean velocity of all electrons at the top by roughly half, and the current per forward electron by about 37%, in the field-free estimate for a nondegenerate gas. The two factors should not simply be multiplied, because the mean free path and the Einstein relation also change with degeneracy. Strain, wall roughness and the self-consistent potential are left out. Thus $1.2\times10^7$ cm/s is the ballistic reference for a dilute gas moving classically in one parabolic subband at 300 K, not a prediction of on-state velocity. The numerical output below lists the inputs and the separate corrections; for tunnelling it gives the change in flux only, not the change in density.

## Table of computed values

```
Mass along current: 0.19 m0
Heavy mass: 0.92 m0
Temperature: 300 K
Thermal energy kT: 25.85 meV
Thermal energy kT: 4.14195e-21 J
Mass in kg: 1.73078e-31 kg
v_T squared: 1.52350e+10 m^2/s^2
INJECTION VELOCITY v_T: 1.2343e+07 cm/s
INJECTION VELOCITY v_T: 1.2343e+05 m/s
rms of v_x: 1.5470e+07 cm/s
Flux-weighted mean v_x: 1.9388e+07 cm/s
Low forward density: 1.00e+11 cm^-2
Current per width, low density: 19.78 uA/um
N (2D density scale): 4.1037e+12 cm^-2
eta, low density: -2.997 (dimensionless)
Fermi change, low density: 0.715 %
On-state forward density: 5.00e+12 cm^-2
eta, on-state: 2.345 (dimensionless)
Fermi change, on-state: 37.64 %
Velocity, on-state: 1.6988e+07 cm/s
Drain bias: 0.6 V
Drain/source stream ratio: 8.33e-11 (dimensionless)
Small drain bias: 0.05 V
Velocity factor, small bias: 0.7474 (dimensionless)
Mobility: 200 cm2/Vs
kT layer length: 5 nm
Diffusion coefficient: 5.17 cm^2/s
Backscattering mean free path: 8.378 nm
Reflection r: 0.3738 (dimensionless)
Backscattering velocity factor: 0.4559 (dimensionless)
Velocity with backscattering: 5.6268e+06 cm/s
Film thickness: 3 nm
Lowest level: 45.41 meV
Second level above lowest: 136.2 meV
Other valleys above lowest: 174.5 meV
Population of second level: 0.509 %
Population of other valleys: 0.510 %
Velocity change, other valleys: -0.139 %
Nonparabolicity alpha: 0.5 1/eV
Subband bottom, nonparabolic: 44.43 meV
Velocity change, nonparabolic: -3.63 %
Same, first-order formula: -3.66 %
Barrier hbar*omega: 28.8 meV
Flux change, tunnelling: 5.36 %
Temperature of use: 360 K
Velocity at temperature of use: 1.3521e+07 cm/s
Change at temperature of use: 9.54 %
```
